# NO fraction from recombination of equal N and O coverages

## Problem

Nitrogen and oxygen atoms from a low-pressure discharge stick to active sites on the reactor wall. Two atoms on neighbouring sites can recombine and leave as a molecule:

$$\mathrm{N+N\to N_2},\qquad \mathrm{O+O\to O_2},\qquad \mathrm{N+O\to NO}.$$

The coverages $\theta_N$ and $\theta_O$ are the fractions of sites that hold an N atom and an O atom. They are equal, and the two species are mixed at random over the sites. The pair rate constant $k_{ij}$ is the probability per unit time that one given neighbouring pair of species $i$ and $j$ reacts. The like-pair constants are equal, $k_{NN}=k_{OO}=k$, and the unlike-pair constant is $k_{NO}=\kappa k$.

(a) What fraction $f$ of the product molecules is NO when all pair constants are equal, $\kappa=1$?

(b) What is $f$ when the unlike-pair constant is ten times larger, $\kappa=10$?

(c) Find the molecule production rates and the recombination probability per impinging atom for these model parameters: $10^{14}$ active sites per cm², four neighbours per site, $\theta_N=\theta_O=0.3$, $k=10\ \mathrm{s^{-1}}$, a gas at 300 K, and 2.0 mTorr of each kind of atom.

(d) How far do imperfect mixing, unequal coverages and direct reactions of gas atoms with adsorbed atoms move the answers? Is $f$ also the NO fraction of the pumped gas?

## Solution

### Counting the pairs

Let $S$ be the number of sites per unit area and $z$ the number of neighbours of each site. Call the link between two neighbouring sites a bond. Each site has $z$ bonds and each bond belongs to two sites, so, with the edges of the surface ignored, there are $zS/2$ bonds per unit area.

Random mixing means that the occupation of one site says nothing about that of its neighbour. Label the two ends of a bond 1 and 2. The probability that both ends hold N is $\theta_N^2$, and that both hold O is $\theta_O^2$. An unlike pair arises in two ways, N at end 1 with O at end 2 or the reverse, and each has probability $\theta_N\theta_O$. The numbers of pairs per unit area are therefore

$$n_{NN}=\frac{zS}{2}\theta_N^2,\qquad n_{OO}=\frac{zS}{2}\theta_O^2,\qquad n_{NO}=\frac{zS}{2}\,2\theta_N\theta_O .$$

The factor 2 in $n_{NO}$ decides the answer. It does not count a pair twice: every bond is counted once, and twice as many bonds carry an unlike pair as carry an NN pair when the coverages are equal.

### From pairs to products

Each pair reacts at its own pair rate constant and yields one molecule. The production rates per unit area are

$$R_{NN}=k_{NN}n_{NN},\qquad R_{OO}=k_{OO}n_{OO},\qquad R_{NO}=k_{NO}n_{NO}.$$

The NO fraction of the products is

$$f=\frac{R_{NO}}{R_{NN}+R_{OO}+R_{NO}}
=\frac{2k_{NO}\theta_N\theta_O}{k_{NN}\theta_N^2+k_{OO}\theta_O^2+2k_{NO}\theta_N\theta_O},$$

because the common factor $zS/2$ cancels. For equal coverages $\theta_N=\theta_O=\theta$, the factor $\theta^2$ cancels as well:

$$f=\frac{2k_{NO}}{k_{NN}+k_{OO}+2k_{NO}}.$$

With $k_{NN}=k_{OO}=k$ and $k_{NO}=\kappa k$ this becomes

$$f=\frac{2\kappa k}{2k+2\kappa k}=\frac{\kappa}{1+\kappa}.$$

**(a)** For $\kappa=1$, $f=1/2$. Of the four equally likely ordered occupations NN, NO, ON and OO of an occupied bond, two are unlike. The products are N₂, O₂ and NO in the ratio 1:1:2.

**(b)** For $\kappa=10$, $f=10/11\approx0.909$. The products are in the ratio 1:1:20.

The tenfold constant does not multiply the fraction by ten, since a fraction cannot exceed one. What grows tenfold is the ratio of NO to all other products,

$$\frac{f}{1-f}=\frac{R_{NO}}{R_{NN}+R_{OO}}=\kappa ,$$

which goes from 1:1 to 10:1. The limits are as they should be: $f\to0$ when unlike pairs do not react, and $f\to1$ when they react much faster than like pairs.

The same $f$ gives the fraction of recombining atoms that leave inside NO. Every product molecule carries two atoms, so the fraction of atoms is $2R_{NO}/[2(R_{NN}+R_{OO}+R_{NO})]=f$.

The pair counting was tested on a random square lattice of $1500\times1500$ sites with coverage 0.3 of each species. Counting the neighbouring pairs one by one and weighting them with the pair constants gave NO fractions of 0.5000 and 0.9091.

### Another meaning of "rate constant"

Surface kinetics is also written with coefficients $K_{ij}$ defined by the molecule rate itself, $R_{ij}=K_{ij}\theta_i\theta_j$. Comparison with the rates above gives

$$K_{NN}=\frac{zS}{2}k_{NN},\qquad K_{OO}=\frac{zS}{2}k_{OO},\qquad K_{NO}=zS\,k_{NO}.$$

Equal pair constants thus mean $K_{NO}=2K_{NN}$. If instead the coefficients $K_{ij}$ are the quantities declared equal, or in the ratio $\rho=K_{NO}/K_{NN}$ with $K_{OO}=K_{NN}$, then at equal coverages

$$f=\frac{\rho}{2+\rho},$$

which is $1/3$ for $\rho=1$ and $5/6\approx0.833$ for $\rho=10$. These values answer a different question: $\rho=1$ describes a surface on which a given unlike pair reacts half as fast as a given like pair. The problem defines its constants per pair, so $1/2$ and $10/11$ are its answers. Before rate constants from a kinetic model are compared, one must find out which definition they follow.

### (c) Rates for the model wall

The pair densities are

$$n_{NN}=n_{OO}=\frac{4\times10^{14}}{2}(0.3)^2=1.8\times10^{13}\ \mathrm{cm^{-2}},\qquad n_{NO}=3.6\times10^{13}\ \mathrm{cm^{-2}}.$$

Multiplication by $k=10\ \mathrm{s^{-1}}$ gives $1.8\times10^{14}\ \mathrm{cm^{-2}\,s^{-1}}$ for N₂ and the same for O₂. The NO rate is $3.6\times10^{14}\ \mathrm{cm^{-2}\,s^{-1}}$ for $\kappa=1$ and $3.6\times10^{15}\ \mathrm{cm^{-2}\,s^{-1}}$ for $\kappa=10$. The fractions follow again:

$$\frac{3.6}{1.8+1.8+3.6}=0.50,\qquad \frac{36}{1.8+1.8+36}=0.909 .$$

The number density of each kind of atom in the gas is $n=p/(k_BT)=6.44\times10^{13}\ \mathrm{cm^{-3}}$. An ideal gas with mean speed $\bar v=\sqrt{8k_BT/(\pi m)}$ sends a flux $n\bar v/4$ to the wall. This is $1.08\times10^{18}\ \mathrm{cm^{-2}\,s^{-1}}$ for N and $1.01\times10^{18}\ \mathrm{cm^{-2}\,s^{-1}}$ for the heavier O, together $2.10\times10^{18}\ \mathrm{cm^{-2}\,s^{-1}}$ when the unrounded values are added.

The recombination probability $\gamma$ is the number of atoms lost as molecules divided by the number that arrive. Each molecule removes two atoms, so

$$\gamma_{\kappa=1}=\frac{2\times7.2\times10^{14}}{2.10\times10^{18}}=6.9\times10^{-4},\qquad
\gamma_{\kappa=10}=\frac{2\times3.96\times10^{15}}{2.10\times10^{18}}=3.8\times10^{-3}.$$

This comparison holds $k$, the coverages and the gas fixed. The total rate is proportional to $2k+2\kappa k$, so it rises by the factor $(1+\kappa)/2=5.5$.

The coverages can stay at 0.3 only if the gas replaces the lost atoms. Let $a$ be the rate at which an empty site captures atoms of one species. Per site, N atoms are lost at the rate $(2R_{NN}+R_{NO})/S=zk\theta^2+z\kappa k\theta^2$, since an N₂ molecule takes two of them and an NO molecule takes one. A fraction $1-2\theta$ of the sites is empty. If thermal desorption is neglected, the balance is

$$a(1-2\theta)=zk\theta^2(1+\kappa),\qquad
a=\frac{4\times10\times0.09\times11}{0.4}\ \mathrm{s^{-1}}=99\ \mathrm{s^{-1}}$$

for $\kappa=10$. The loss of O is the same, so both species need the same $a$. The O flux supplies $1.01\times10^{18}/10^{14}\approx10^4$ atoms per site per second, so about 1% of the O atoms that arrive over an empty site must be captured, if each site collects from the area $1/S=10^{-14}\ \mathrm{cm^2}$. If a site collects only from an atomic area of $10^{-15}\ \mathrm{cm^2}$, the needed probability is about 10%. Either is possible. The larger N flux needs a slightly smaller capture probability, which shows that equal coverages are a condition on flux and capture together, not on the gas composition alone.

### (d) When the mixing is not random

The reaction itself can spoil the mixture. Let $q=n_{NO}/(n_{NN}+n_{OO})$ be the actual ratio of unlike to like pairs. Then, whatever the arrangement,

$$\frac{f}{1-f}=\frac{\kappa k\,n_{NO}}{k(n_{NN}+n_{OO})}=\kappa q,\qquad f=\frac{\kappa q}{1+\kappa q}.$$

Random mixing at equal coverages gives $q=1$. If unlike pairs react faster, they are used up faster, like pairs are left behind, and $q$ falls below 1 unless hopping restores the mixture.

For $\kappa=1$ this does not happen, even if the atoms never move. Suppose that each captured atom is N or O with equal probability, independently of the place. Removal then depends on which sites are occupied and not on which species occupy them. The species of any two neighbours remain independent, and a reacting pair is unlike with probability $1/2$.

A simulation on a periodic square lattice of $60\times60$ sites shows the size of the effect. Both species are captured at equal rates per empty site, fixed at the value of $a$ that would balance a randomly mixed layer. Neighbouring pairs react, and an atom may hop to an empty neighbouring site at a given rate per bond.

| $\kappa$ | hop rate (s⁻¹) | NO fraction | total coverage |
|---|---|---|---|
| 1 | 0 | 0.501 | 0.60 |
| 10 | 0 | 0.862 | 0.64 |
| 10 | 100 | 0.879 | 0.62 |
| 10 | 2000 | 0.902 | 0.60 |

Each row is one run, so the last digit of the fraction carries sampling noise. For immobile atoms with $\kappa=10$, the relation above gives $q=0.862/(0.138\times10)\approx0.62$: there are about 0.62 unlike pairs for each like pair, instead of one. A hop rate equal to $k_{NO}=100\ \mathrm{s^{-1}}$ repairs only part of this. At $2000\ \mathrm{s^{-1}}$ the fraction is about 0.90, roughly 0.01 below $10/11$. When thermal desorption is neglected, as here, the result of part (b) therefore needs atoms that hop much faster than they react. Rapid desorption and recapture could also remix the layer.

The higher coverage of the immobile layer has the same origin. In the steady state the total loss equals the capture, which at fixed $a$ is proportional to the empty fraction. That fraction has dropped from 0.40 to between 0.36 and 0.37, so recombination runs at a little over 90% of the rate of the mixed layer.

### (d) Unequal coverages

Let $x=\theta_N/(\theta_N+\theta_O)$ be the N share of the adsorbed atoms. Dividing the numerator and denominator of the general fraction by $k(\theta_N+\theta_O)^2$ gives

$$f=\frac{2\kappa x(1-x)}{x^2+(1-x)^2+2\kappa x(1-x)} .$$

Write $x=\tfrac12+\delta$. Then $2x(1-x)=\tfrac12(1-4\delta^2)$ and $x^2+(1-x)^2=\tfrac12(1+4\delta^2)$, so

$$\frac1f=1+\frac1\kappa\,\frac{1+4\delta^2}{1-4\delta^2}.$$

The right side is smallest at $\delta=0$. In a randomly mixed layer with equal like-pair constants, equal coverages thus give the largest NO fraction, and a small imbalance enters only in second order. For a 60:40 mixture of adsorbed atoms, $\delta=0.1$, the fraction is 0.480 for $\kappa=1$ and 0.902 for $\kappa=10$.

This weak dependence is on the coverages, not on the supply. Without desorption, the N share $y$ of the captured atoms equals the N share of the lost atoms,

$$y=\frac{x^2+\kappa x(1-x)}{x^2+(1-x)^2+2\kappa x(1-x)} .$$

For $\kappa=1$ this gives $x=y$. For $\kappa=10$ the excess species can leave only through the slow like-pair route, so it piles up: $y=0.55$ gives $x\approx0.73$ and $f\approx0.87$, and $y=0.60$ gives $x\approx0.84$ and $f\approx0.79$.

### (d) Direct reaction with gas atoms

A gas atom can also react with an adsorbed atom on impact, without first settling on a site. Suppose that this route has no preference for unlike partners, and let a share $g$ of the impinging atoms be N. At equal coverages an adsorbed atom that is hit is O or N with probability $1/2$, so the NO fraction of this route is

$$g\cdot\tfrac12+(1-g)\cdot\tfrac12=\tfrac12$$

for any gas composition. The answer to (a) is unchanged, but the answer to (b) is pulled down.

To size the pull, take a target area of $10^{-15}\ \mathrm{cm^2}$ per adsorbed atom and a reaction probability of $5\times10^{-3}$ per hit. Both are chosen values. The adsorbed atoms then cover $0.6\times10^{14}\times10^{-15}=0.06$ of the surface, and the direct route produces

$$2.10\times10^{18}\times0.06\times5\times10^{-3}\approx6.3\times10^{14}\ \mathrm{cm^{-2}\,s^{-1}}.$$

With the coverages held fixed, this is a share of 0.137 of all products for $\kappa=10$, and the NO fraction becomes

$$0.863\times0.909+0.137\times0.5=0.853 .$$

The shift is proportional to the share of the direct route, and so depends on the two chosen values. If the direct route preferred unlike partners by the same factor $\kappa$, its NO fraction would be $\kappa/(1+\kappa)$ too, and nothing would shift.

### (d) The wall product and the pumped gas

The fraction $f$ describes molecules as they form at the wall. In the gas, NO can be destroyed by $\mathrm{N+NO\to N_2+O}$. With a rough rate coefficient of $3\times10^{-11}\ \mathrm{cm^3\,s^{-1}}$, the NO lifetime is

$$\tau=\frac{1}{3\times10^{-11}\times6.44\times10^{13}}\ \mathrm{s}\approx0.5\ \mathrm{ms}.$$

If the gas stays in the reactor for 100 ms, a chosen value, and the N density persists, most of the NO made at the wall is destroyed before it is pumped away. The NO fraction measured in the exhaust is then no measure of $f$. Comparing the two requires a balance of all gas-phase sources and losses of NO.

### The model beside a real wall

The recombination probabilities of these atoms on glass-like reactor walls depend strongly on the material and the state of its surface. A rough guide is $10^{-4}$ to $10^{-2}$, though lower values are also reported, and metal walls are often more reactive. The model values $6.9\times10^{-4}$ and $3.8\times10^{-3}$ lie in the first range. The coverages, the site density and above all $\kappa=10$ are assumptions, not properties of a named surface. Real walls have sites of different binding strength, and strongly bound atoms may hop slowly. When unlike pairs react faster than like pairs, slow hopping breaks the assumption of random mixing. In the example simulated above, it lowers the second answer from 0.909 to 0.862 when the atoms are immobile. That value is not a lower bound: with slower capture and a thinner layer of immobile atoms, the NO fraction falls further.

The reaction mechanism also limits which $\kappa$ is plausible. Suppose that a pair reacts whenever one of its atoms hops onto the other, with hop rates $h_N$ and $h_O$. Either atom can make the move, so $k_{NN}=2h_N$, $k_{OO}=2h_O$ and $k_{NO}=h_N+h_O$. The formula for equal coverages then gives

$$f=\frac{2(h_N+h_O)}{2h_N+2h_O+2(h_N+h_O)}=\frac12$$

for any two hop rates, provided that the layer stays randomly mixed. In a randomly mixed layer with equal coverages, a difference in mobility alone thus does not favour NO. In such a layer, a fraction near $10/11$ requires that the reaction step itself discriminate between like and unlike partners, for example through a lower barrier for the unlike pair. The condition of equal coverages matters here: with unequal hop rates it holds only if the faster species is also captured faster. If both species are captured at equal rates and do not desorb, the balance requires $R_{NN}=R_{OO}$, so $h_N\theta_N^2=h_O\theta_O^2$, and a randomly mixed layer gives $f/(1-f)=(h_N+h_O)/(2\sqrt{h_Nh_O})$. This is $f\approx0.70$ for a hop-rate ratio of 20, so a difference in mobility then does favour NO.

The numerical output below lists the inputs and results used here.

## Table of computed values

```
INPUTS
coverage of N and of O, each: 0.3
neighbours per site: 4
active sites: 1.0e+14 cm^-2
like-pair rate constant: 10 s^-1
temperature: 300 K
pressure of N and of O atoms, each: 2.0 mTorr
PAIRS AND RATES
NN pairs: 1.80e+13 cm^-2
OO pairs: 1.80e+13 cm^-2
NO pairs: 3.60e+13 cm^-2
ratio 1: N2 rate 1.80e+14 cm^-2 s^-1
ratio 1: O2 rate 1.80e+14 cm^-2 s^-1
ratio 1: NO rate 3.60e+14 cm^-2 s^-1
ratio 1: NO fraction 0.5000
ratio 1: counted on lattice 0.5000
ratio 1: other convention 0.3333
ratio 1: loss probability per atom 6.9e-04
ratio 10: N2 rate 1.80e+14 cm^-2 s^-1
ratio 10: O2 rate 1.80e+14 cm^-2 s^-1
ratio 10: NO rate 3.60e+15 cm^-2 s^-1
ratio 10: NO fraction 0.9091
ratio 10: counted on lattice 0.9091
ratio 10: other convention 0.8333
ratio 10: loss probability per atom 3.8e-03
SUPPLY
density of each atom in gas: 6.44e+13 cm^-3
N flux: 1.08e+18 cm^-2 s^-1
O flux: 1.01e+18 cm^-2 s^-1
ratio 10: arrivals per empty site: 99 s^-1 each
largest capture probability needed: 9.8e-03
MIXING (simulated NO fraction; total coverage)
ratio 1, immobile: 0.501; 0.60
ratio 10, immobile: 0.862; 0.64
ratio 10, hops 100 s^-1: 0.879; 0.62
ratio 10, hops 2000 s^-1: 0.902; 0.60
OTHER NEGLECTED EFFECTS
60:40 mixture, ratio 1: 0.480
60:40 mixture, ratio 10: 0.902
hit area per adsorbed atom: 1e-15 cm^2
reaction probability per hit: 5e-03
direct reaction rate: 6.29e+14 cm^-2 s^-1
direct share of products, ratio 10: 0.137
NO fraction with direct share: 0.853
rough N + NO rate coefficient: 3e-11 cm^3 s^-1
NO lifetime in gas: 0.5 ms
gas residence time: 100 ms
```
